Relaxation between two unequal sites: exact solution and simulated trajectories

**Question**

I am simulating one interstitial atom that can sit on either of two neighbouring sites, A and B. The numbers are round ones, meant to resemble nitrogen in bcc iron: attempt frequency ν = 10¹³ 1/s, barrier 0.80 eV for A→B and 0.85 eV for B→A, temperature 400 K. This gives k_f = 832.6 1/s for A→B and k_r = 195.2 1/s for B→A. The atom cannot leave the pair.

I run 200 000 event-driven trajectories of 3 ms, all started on A, and record the fraction on A. At 1 ms I find 0.479, and I cannot explain it.

Atoms leave A at the rate k_f, so my first guess was exp(−k_f t), which is 0.435. That is too low, presumably because some atoms come back. So I let the occupation decay with the same constant k_f towards its equilibrium value, which the Boltzmann factor puts at 0.190. This gives 0.190 + 0.810 × 0.435 = 0.542, which is too high. The curve therefore approaches its plateau faster than k_f allows, although returning atoms ought to slow the emptying of A.

What is the exact occupation, which decay constant should I compare with, and how do I extract it from the trajectories with an honest error bar?

**Answer**

Your simulated value is right and both guesses are wrong, for different reasons. The first describes atoms that have never left A. The second has the right plateau but the wrong decay constant. The rate equation settles both points.

**The exact occupation**

Let p_A(t) and p_B(t) be the probabilities of finding the atom on A and on B. Assume that the rates are constant and that the atom has no memory: its chance of hopping in the next short time dt depends on its present site alone. An atom is on A at t + dt if it was there and stayed, or if it was on B and hopped. Two hops within dt contribute at order dt², so

p_A(t+dt) = p_A(t)(1 − k_f dt) + p_B(t) k_r dt + O(dt²)

Subtract p_A(t), divide by dt and let dt go to zero:

dp_A/dt = −k_f p_A + k_r p_B

The atom is always on one of the two sites, so p_B = 1 − p_A. Inserting this gives

dp_A/dt = −k_f p_A + k_r − k_r p_A = −(k_f + k_r) p_A + k_r

The return term has produced a second loss term, −k_r p_A, beside −k_f p_A. The more atoms are on A, the fewer are on B to return. Define

λ = k_f + k_r

The stationary value follows from dp_A/dt = 0:

p_eq = k_r/λ

Now write p_A = p_eq + δ. Since p_eq is constant,

dδ/dt = −λ(p_eq + δ) + k_r = −k_r − λδ + k_r = −λδ

To solve this, differentiate δ exp(λt):

d/dt [δ exp(λt)] = (dδ/dt + λδ) exp(λt) = 0

The product keeps its initial value, so δ(t) = δ(0) exp(−λt), and

p_A(t) = p_eq + [p_A(0) − p_eq] exp(−λt)

The decay constant is the sum of the two rates, whatever the initial occupation. For your numbers

λ = 832.6 + 195.2 = 1027.8 1/s, 1/λ = 0.973 ms

p_eq = 195.2/1027.8 = 0.190

The relaxation time is shorter than either mean waiting time: 1/k_f = 1.20 ms on A and 1/k_r = 5.12 ms on B. At 1 ms, exp(−1.0278) = 0.3578, and a start on A gives

p_A = 0.1899 + 0.8101 × 0.3578 = 0.4798

Your 0.479 agrees with this within the sampling error of 200 000 trajectories, which is about 0.001.

**Why returning atoms make the approach faster**

At t = 0 nobody is on B, so nobody can return, and the slope is −k_f, as you expected. But the occupation does not have to fall from 1 to 0. It has to fall from 1 to p_eq, a distance

1 − p_eq = k_f/λ

For an exponential, the decay constant is the initial speed divided by the distance to the plateau:

k_f/(k_f/λ) = λ

Returns do keep A fuller at every later time. They also raise the plateau and so shorten the distance. Your second guess used the shorter distance but kept a constant that belongs to the full one.

Three limits show the range of behaviour.

- If k_r → 0, then p_eq → 0 and λ → k_f. Nobody returns, and your first guess becomes correct.
- If k_f = k_r = k, the plateau is 1/2 and λ = 2k.
- If k_r ≫ k_f, then λ ≈ k_r. A start on A relaxes at nearly the rate of the hop back to A, but the amplitude k_f/λ is small: only a small fraction of the atoms is on B at any one time, and returns soon balance departures. Over a long run, nearly every atom still leaves A at least once.

The stationary state also agrees with thermodynamics. With one prefactor and one shared saddle,

p_B/p_A = k_f/k_r = exp[(0.85 − 0.80)/0.03447] = 4.27

where k_BT = 0.03447 eV. This is the Boltzmann factor for B lying 0.05 eV below A.

**What the trajectories must do**

Let S(t) be the probability that an atom which arrived on a site with exit rate k has not yet left after a time t. To survive to t + dt it must survive to t and then not hop:

S(t+dt) = S(t)(1 − k dt), so dS/dt = −kS and S = exp(−kt)

To draw such a waiting time, take u uniform in (0,1] and set

t_wait = −ln(u)/k

This works because t_wait > t means u < exp(−kt), and a uniform u does that with probability exp(−kt). Draw a wait with the rate of the present site, advance the clock, change the site, and repeat.

The fraction on A at time t must be read from the site whose waiting interval contains t. Counting visits instead would be wrong. Visits to A and B alternate, so over a long run half of them are on A whatever the rates. The unequal occupation comes from the unequal lengths of the visits.

Survival and occupation separate clearly in the data. By 1 ms, a fraction 0.4343 of the atoms started on A had never left it, against exp(−k_f t) = 0.4349. The fraction found on A was 0.4794. The difference, 0.045, consists of atoms that left and came back.

**Extracting λ without assuming the answer**

You could fit a plateau, an amplitude and a decay constant to one curve. It is simpler to run a second ensemble started on B. Write P(X|Y) for the probability of being on X at time t after a start on Y. The solution with p_A(0) = 1 and with p_A(0) = 0 gives

P(A|A) = p_eq + (1 − p_eq) exp(−λt)

P(A|B) = p_eq − p_eq exp(−λt)

In the difference the plateau cancels and the amplitudes add up to one:

D(t) = P(A|A) − P(A|B) = exp(−λt)

So each observation time yields its own estimate, with no fit and no input rate:

λ_est = −ln(D)/t

For the error, give each trajectory the value 1 if it is on A at time t and 0 otherwise. With p the probability of being on A, this value has mean p. Its square is the same number, so its variance is p − p² = p(1 − p). Averaging N independent trajectories divides the variance by N, and the variances of two independent ensembles add:

σ_D² = {P(A|A)[1 − P(A|A)] + P(A|B)[1 − P(A|B)]}/N

A small change in D changes λ_est by −dD/(Dt), hence

σ_λ = σ_D/(Dt)

With 200 000 trajectories per start, the fractions at 1 ms are 0.4794 and 0.1210, so D = 0.3584 and

σ_D² = (0.4794 × 0.5206 + 0.1210 × 0.8790)/200 000 = 1.78 × 10⁻⁶

σ_D = 1.33 × 10⁻³

σ_λ = 1.33 × 10⁻³/(0.3584 × 10⁻³ s) = 3.7 1/s

The estimate is λ_est = 1026.0 ± 3.7 1/s. It lies 0.5 standard errors below the exact sum and 52 standard errors above k_f, so the simulation separates the two candidates decisively.

The other observation times give:

t (ms)   λ_est (1/s)   error (1/s)
0.25     1025.0        5.0
0.50     1024.3        4.0
1.00     1026.0        3.7
2.00     1040.5        5.3
3.00     1038.8        9.6

The value at 2 ms deserves a comment: it is 12.7 1/s too high, or 2.4 standard errors. A single measurement would do that by chance in roughly one or two cases out of a hundred. Here it is the largest of five deviations, and the five are correlated because they come from the same trajectories. I would read it as a fluctuation, but these data alone do not prove that. A run with fresh random numbers would be the way to find out.

The error is smallest near 1/λ for a reason. At short times 1 − P(A|A) ≈ k_f t and P(A|B) ≈ k_r t, so σ_D² ≈ λt/N and

σ_λ ≈ √[λ/(Nt)]

which grows as t decreases, because few atoms have hopped. At long times both fractions tend to p_eq, σ_D tends to a constant, and

σ_λ ≈ √[2p_eq(1 − p_eq)/N] exp(λt)/t

which grows almost exponentially, because the two ensembles have forgotten where they started.

The error formula itself can be tested. Split each ensemble into 100 batches of 2000. The predicted error of one batch is √100 times larger, 37.2 1/s, and the observed scatter of the 100 estimates is 40.0 1/s. A standard deviation obtained from 100 values is itself uncertain by about 1/√200, or 7 %, so the two agree.

**Two further readings of the same events**

First, the ratio of the two rates can be read off without waiting for the plateau. From the solutions above,

P(B|A) = 1 − P(A|A) = (k_f/λ)[1 − exp(−λt)]

P(A|B) = (k_r/λ)[1 − exp(−λt)]

Their ratio is k_f/k_r at every t > 0, long before equilibrium. The trajectories give values between 4.23 and 4.31 at the five times, against 4.27.

Second, count hops. Suppose that n hops A→B occur during a total time T_A spent on A. Each completed wait t contributes k_f exp(−k_f t) to the likelihood, and each wait cut off by the end of the run contributes exp(−k_f t). The product is

L = k_f^n exp(−k_f T_A), ln L = n ln k_f − k_f T_A

Setting the derivative n/k_f − T_A to zero gives k_f = n/T_A. The second derivative is −n/k_f², so for large n the standard error is k_f/√n. The same holds for B. The counts give

k_f: 286 152/342.70 s = 835.0 1/s

k_r: 167 981/857.30 s = 195.9 1/s

The sum is 1030.9 1/s. The separate errors are 835.0/√286 152 = 1.56 1/s and 195.9/√167 981 = 0.48 1/s. The likelihood is a product of an A part and a B part, so the errors add in squares, to 1.6 1/s. The sum lies 1.9 standard errors above 1027.8 1/s, again on the high side, and again from the same trajectories.

This estimate is sharper than the one from D because it uses every hop. Its derivation takes memoryless hopping for granted, and so does each single λ_est. The advantage of D(t) is that it partly tests this assumption: memory that lasts for a time comparable to the observation times would in general spoil the single exponential, and the λ_est from different times would disagree. Much shorter memory escapes the test. If a fraction q of the hops in either direction is undone at once, both effective rates are multiplied by 1 − q, D(t) remains a single exponential with the constant (1 − q)λ, and the λ_est still agree with one another.

**How far this resembles nitrogen in iron**

A migration barrier of roughly 0.8 eV and an attempt frequency of roughly 10¹³ 1/s are in the right region for interstitial nitrogen in bcc iron. The closed pair is not typical. Nitrogen occupies octahedral sites, and each has four nearest octahedral neighbours, so besides the partner site there are three exits.

Let the total escape rates be f k_f from A and f k_r from B. Count an atom as lost once it has left the pair, even if it would later return. The equations become

dp_A/dt = −(1+f)k_f p_A + k_r p_B

dp_B/dt = k_f p_A − (1+f)k_r p_B

Try p_A and p_B proportional to exp(−μt). A nonzero solution requires

[(1+f)k_f − μ][(1+f)k_r − μ] = k_f k_r

μ² − (1+f)λμ + [(1+f)² − 1]k_f k_r = 0

For f = 0 the roots are λ and 0. In undisturbed iron all octahedral sites are equivalent and all these hops are equally easy, so your 0.05 eV difference between A and B already implies some disturbance. Suppose first that it leaves the three exits from each site as easy as the hop within the pair, so f = 3. The roots are then 3393 and 719 1/s, and 96 % of the atoms started on A have left the pair at least once by 3 ms. The two-site model fails there.

It is usable if something, such as nearby solute atoms, raises the outward saddles. If they lie 0.20 eV higher, an assumed value,

f = 3 exp(−0.20/0.03447) = 0.009

The fast root is then 1034 1/s, 0.6 % above λ, and 1.3 % of the atoms are lost by 3 ms. Even this small leak shifts the decay rate by more than the 3.7 1/s statistical error.

Other uncertainties are larger, each taken with the remaining settings fixed:

- Raising the temperature by 1 K raises λ by 6 %.
- Raising both barriers by 0.01 eV multiplies λ by exp(−0.01/0.03447) = 0.75, a fall of 25 %.
- Quantum motion along the hop matters slightly, since u = hν/k_BT = 1.20. For tunnelling, take a parabolic barrier with frequency ν, whose transmission at energy x k_BT above the top is 1/[1 + exp(−2πx/u)]. Averaging this over exp(−x) raises both rates by a factor 1.06.
- The quantized vibration in the well replaces the classical partition function 1/u by Σ exp[−(n+½)u] = 1/[2 sinh(u/2)]. The rate is inversely proportional to it, which gives another factor 2 sinh(u/2)/u = 1.06. Together the two raise λ by about 13 % and leave p_eq unchanged. This holds for barriers measured from the classical bottom of the well and omits the vibrations across the hop direction.

Temperature also sets the time scale. At 800 K, roughly a nitriding temperature, the same parameters give 1/λ ≈ 7 ns instead of 1 ms.

The memoryless assumption is plausible at 400 K. A hop lasts about 1/ν = 10⁻¹³ s, some 10⁻¹⁰ of the mean wait on A, which leaves ample time for the atom to lose its excess energy to the lattice. If the temperature changes during the run, the rate equation still holds with time-dependent rates, but a single decay constant no longer describes the curve.

So compare your trajectories with k_f + k_r, and quote the 0.4 % statistical error as a statement about the simulation. It says how well the events reproduce the model. It says nothing about the barriers, where raising both by 0.01 eV already changes λ by about seventy times as much. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
Temperature 400 K, kT = 0.03447 eV
Attempt frequency 1.0e+13 1/s
Barriers: A->B 0.80 eV, B->A 0.85 eV
kf = 832.6 1/s, kr = 195.2 1/s, kf/kr = 4.266
Exact lam = kf + kr = 1027.8 1/s
Relaxation time 1/lam = 0.9729 ms
Half-time ln2/lam = 0.6744 ms
Mean waits: on A 1.201 ms, on B 5.123 ms
Equilibrium occupation: A 0.1899, B 0.8101
Initial slope of pA from A: -832.6 1/s
Trajectories per start: 200000, length 3.0 ms
t(ms) P(A|A)exact  sim    P(A|B)exact  sim
0.25   0.8164    0.8166    0.0430    0.0427
0.50   0.6745    0.6746    0.0763    0.0754
1.00   0.4798    0.4794    0.1220    0.1210
2.00   0.2936    0.2922    0.1656    0.1674
3.00   0.2270    0.2267    0.1812    0.1824
t(ms)  D sim   lam est(1/s)  std error(1/s)  P(B|A)/P(A|B)
0.25   0.7739  1025.0        5.0            4.294
0.50   0.5992  1024.3        4.0            4.313
1.00   0.3584  1026.0        3.7            4.302
2.00   0.1248  1040.5        5.3            4.229
3.00   0.0443  1038.8        9.6            4.239
At 1 ms: (estimate - lam)/error = -0.49
At 1 ms: (estimate - kf)/error = 52.0
100 batches of 2000 per start, 1 ms: scatter of lam
  observed 40.0 1/s, predicted 37.2 1/s
Never left A by 1 ms: exact 0.4349, sim 0.4343
Hops counted: A->B 286152, B->A 167981
Total time: on A 342.70 s, on B 857.30 s
Event rates: kf 835.0 1/s, kr 195.9 1/s
Their sum 1030.9 1/s, std error 1.6 1/s
NEGLECTED: 3 exits per site, saddles 0.20 eV higher
 raised exits: leak from A 7.55, from B 1.77 1/s
  decay rates 1034.3 and 2.86 1/s
  fast rate vs lam +0.63 %, lost by 3 ms 1.28 %
 equal exits: leak from A 2497.84, from B 585.59 1/s
  decay rates 3392.7 and 718.56 1/s
  fast rate vs lam +230.09 %, lost by 3 ms 96.12 %
 +1 K changes lam by +6.03 %
 +0.01 eV on both barriers changes lam by -25.2 %
 h nu/kT = 1.1998; tunnelling factor on rates 1.0626
 Quantized well vibration: factor on rates 1.0611
 Hop duration/mean wait on A, kf/nu = 8.33e-11
 At 800 K: lam = 1.354e+08 1/s, 1/lam = 7.38 ns
```
